\section*{Resistance Across a Cell Diagonal in an Infinite Square Resistor Grid}

\section{The result and its conditions}

Equal resistors $R$ join nearest neighbours of an infinite square grid. Between diagonally opposite nodes of one cell the effective resistance is
\begin{equation}
R_{\rm eff}=\frac{2R}{\pi}\approx 0.6366\,R .
\label{eq:result}
\end{equation}

Nodes are labelled by integers, $\mathbf r=(m,n)$. A steady current $I$ enters at $A=(0,0)$ and leaves at $B=(1,1)$, and $R_{\rm eff}=(V_A-V_B)/I$. The wires are ohmic, the nodes are points, and inductance is absent. The current leaving a node through its four wires equals the current injected there:
\begin{equation}
4V(\mathbf r)-\sum_{\mathbf r'}V(\mathbf r')
=RI\left(\delta_{\mathbf r,A}-\delta_{\mathbf r,B}\right),
\label{eq:kcl}
\end{equation}
where $\mathbf r'$ runs over the four neighbours of $\mathbf r$. These equations have the same form in atomic units, where resistance is measured in $\hbar/e^2$.

Equation \eqref{eq:kcl} alone does not fix the answer. The potential $c(m+n)$ satisfies it without any source, and adding it changes $V_A-V_B$ by $-2c$. It describes a current driven through the whole grid from infinity. We exclude such currents by requiring that $V$ tend to a common constant at infinity.

The solution is then unique up to a constant. Let $W$ be the difference of two solutions. It equals the mean of its four neighbours everywhere and tends to some constant $w$. If $W$ exceeded $w$ anywhere, it would have a largest value at some finite node. A mean can equal the largest value only if all four neighbours share it. Repeating the argument from node to node carries this value to infinity, where $W\to w$, a contradiction. The same argument for $-W$ excludes values below $w$. Any solution that vanishes at infinity therefore gives the required resistance.

\section{First derivation: the lattice Green function}

Let $\lambda(\mathbf k)=4-2\cos k_x-2\cos k_y$, and let $\langle\cdots\rangle$ denote the average over $-\pi<k_x,k_y\le\pi$. The integral of $\cos(\mathbf k\cdot\mathbf r)/\lambda$ diverges at small $k$, so we subtract its value at the origin and reverse the sign:
\begin{equation}
a(\mathbf r)=\left\langle\frac{1-\cos(\mathbf k\cdot\mathbf r)}{\lambda(\mathbf k)}\right\rangle .
\label{eq:a}
\end{equation}
Since $|\sin(k/2)|\ge|k|/\pi$ for $|k|\le\pi$,
\[
\lambda=4\sin^2\frac{k_x}{2}+4\sin^2\frac{k_y}{2}\ge\frac{4k^2}{\pi^2},
\qquad k^2=k_x^2+k_y^2 .
\]
The numerator is at most $r^2k^2/2$, so the integrand is bounded.

In the sum over neighbours the sine terms cancel, and
$\sum_{\mathbf r'}\cos(\mathbf k\cdot\mathbf r')=(2\cos k_x+2\cos k_y)\cos(\mathbf k\cdot\mathbf r)$. Hence
\begin{equation}
\sum_{\mathbf r'}a(\mathbf r')-4a(\mathbf r)
=\left\langle\frac{\lambda\cos(\mathbf k\cdot\mathbf r)}{\lambda}\right\rangle
=\delta_{\mathbf r,0}.
\label{eq:deltaa}
\end{equation}
Comparing signs with \eqref{eq:kcl}, we see that
\begin{equation}
V(\mathbf r)=RI\left[a(\mathbf r-B)-a(\mathbf r-A)\right]
\label{eq:V}
\end{equation}
solves the node equations. It also vanishes at infinity, because
\[
V(\mathbf r)=RI\,{\rm Re}\left\langle e^{i\mathbf k\cdot\mathbf r}\,
\frac{1-e^{-i\mathbf k\cdot B}}{\lambda}\right\rangle .
\]
The fraction is bounded by a constant times $1/k$, which is integrable in two dimensions, and the Fourier coefficients of an integrable function tend to zero (the Riemann--Lebesgue lemma).

With $a(0)=0$ and $a(-\mathbf r)=a(\mathbf r)$, equation \eqref{eq:V} gives $V_A=RI\,a(1,1)$ and $V_B=-RI\,a(1,1)$, so
\begin{equation}
R_{\rm eff}=2R\,a(1,1).
\label{eq:twoa}
\end{equation}

To evaluate this, set $k_x=\alpha+\beta$ and $k_y=\alpha-\beta$. The Jacobian has magnitude 2, so the square $-\pi<\alpha,\beta\le\pi$ maps onto an area $8\pi^2$. It covers the original square twice, since $(\alpha,\beta)$ and $(\alpha+\pi,\beta+\pi)$ give the same $\mathbf k$ modulo $2\pi$. Averages are therefore unchanged. With
\[
1-\cos(k_x+k_y)=2\sin^2\alpha,\qquad
\lambda=4(1-\cos\alpha\cos\beta),
\]
equation \eqref{eq:twoa} becomes
\begin{equation}
R_{\rm eff}=R\left\langle\frac{\sin^2\alpha}{1-\cos\alpha\cos\beta}\right\rangle_{\alpha,\beta}.
\label{eq:rot}
\end{equation}
For the average over $\beta$ let $c=\cos\alpha$, $|c|<1$, and $t=\tan(\beta/2)$, so that $\cos\beta=(1-t^2)/(1+t^2)$ and $d\beta=2\,dt/(1+t^2)$:
\begin{align}
\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\beta}{1-c\cos\beta}
&=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{(1-c)+(1+c)t^2}\nonumber\\
&=\frac1{\sqrt{1-c^2}}=\frac1{|\sin\alpha|}.
\label{eq:beta}
\end{align}
One power of $\sin\alpha$ cancels, leaving
\[
R_{\rm eff}=\frac{R}{2\pi}\int_{-\pi}^{\pi}|\sin\alpha|\,d\alpha
=\frac{R}{2\pi}\cdot4=\frac{2R}{\pi}.
\]

\section{Second derivation: a sum that telescopes}

The second route builds the potential by repeated averaging and uses no Fourier integral. Define weights by $w_0(\mathbf r)=\delta_{\mathbf r,0}$ and
\begin{equation}
w_{n+1}(\mathbf r)=\frac14\sum_{\mathbf r'}w_n(\mathbf r').
\label{eq:walk}
\end{equation}
These are the probabilities of a random walk after $n$ steps; the walk is a mathematical device and not the motion of electrons. Let $x,y$ be the components of $\mathbf r$, and put $u=x+y$, $v=x-y$. A step to a neighbour changes $u$ and $v$ by $\pm1$ each, in all four sign combinations. The weights therefore factorize:
\begin{equation}
w_n=q_n(u)\,q_n(v),\qquad
q_n(j)=2^{-n}\binom{n}{(n+j)/2},
\label{eq:factor}
\end{equation}
with $q_n(j)=0$ if $|j|>n$ or if $n+j$ is odd. Indeed, Pascal's rule gives $q_{n+1}(j)=\frac12[q_n(j-1)+q_n(j+1)]$, and the product of two such relations is \eqref{eq:walk}.

Let $D_n(\mathbf r)=w_n(\mathbf r)-w_n(\mathbf r-B)$ and try
\begin{equation}
V(\mathbf r)=\frac{RI}{4}\sum_{n=0}^{\infty}D_n(\mathbf r).
\label{eq:Vwalk}
\end{equation}
If the series converges, \eqref{eq:walk} gives
\[
4V(\mathbf r)-\sum_{\mathbf r'}V(\mathbf r')
=RI\sum_{n=0}^{\infty}\left[D_n(\mathbf r)-D_{n+1}(\mathbf r)\right]=RI\,D_0(\mathbf r),
\]
which is the right-hand side of \eqref{eq:kcl}.

\subsection{Convergence}

The node $B$ has $u=2$, $v=0$, so $D_n=q_n(v)[q_n(u)-q_n(u-2)]$. With $k=(n+u)/2$,
\[
\binom nk-\binom n{k-1}
=\binom{n+1}{k}\frac{(n+1-k)-k}{n+1}
=\binom{n+1}{k}\frac{1-u}{n+1},
\]
and therefore
\begin{equation}
q_n(u)-q_n(u-2)=\frac{2(1-u)}{n+1}\,q_{n+1}(u-1).
\label{eq:diff}
\end{equation}
For fixed $n$, the nonzero $q_n(j)$ fall as $|j|$ grows. At least $|j|/2$ of them lie at positive arguments up to $|j|$, each no smaller than $q_n(j)$, and all those at positive arguments add up to at most $1/2$. Hence $|j|\,q_n(j)\le1$, and \eqref{eq:diff} is at most $2/(n+1)$ in magnitude.

The other factor, $q_n(v)$, is bounded through the central weights $p_m=q_{2m}(0)=4^{-m}\binom{2m}{m}$. Let $J_k=\int_0^{\pi/2}\sin^k\theta\,d\theta$. Integration by parts gives $J_k=\frac{k-1}{k}J_{k-2}$, so
\[
J_{2m}=\frac\pi2p_m,\qquad J_{2m+1}=\frac1{(2m+1)p_m},\qquad J_{2m-1}=\frac1{2m\,p_m}.
\]
Since $J_k$ decreases with $k$, $J_{2m+1}\le J_{2m}\le J_{2m-1}$, which means
\begin{equation}
\frac{2}{\pi(2m+1)}\le p_m^2\le\frac1{\pi m}.
\label{eq:wallis}
\end{equation}
An odd-step weight is a mean of two weights from the preceding even step, so $q_n(v)$ is at most a constant times $n^{-1/2}$. Thus $|D_n|$ is at most a constant times $n^{-3/2}$, uniformly in $\mathbf r$. The series converges, and since each $D_n$ vanishes outside a finite region, $V\to0$ at infinity. This is again the required solution.

\subsection{The sum}

Exchanging $A$ and $B$ reverses the potential, so $V_B=-V_A$ and $R_{\rm eff}=2V_A/I$. At $A$ only even $n=2m$ contribute. There $q_{2m}(\pm2)=p_m\,m/(m+1)$, so $D_{2m}(A)=p_m^2\left[1-m/(m+1)\right]$ and
\begin{equation}
R_{\rm eff}=\frac R2\sum_{m=0}^{\infty}\frac{p_m^2}{m+1}.
\label{eq:sum}
\end{equation}
Now let $T_m=4m\,p_m^2$. From $p_{m+1}=p_m(2m+1)/(2m+2)$,
\[
T_{m+1}-T_m=p_m^2\left[\frac{(2m+1)^2}{m+1}-4m\right]=\frac{p_m^2}{m+1}.
\]
The sum telescopes. Since $T_0=0$, its first $M$ terms add up to $T_M$, and \eqref{eq:wallis} gives $T_M\to4/\pi$. Hence $R_{\rm eff}=(R/2)(4/\pi)=2R/\pi$.

All terms are positive, so every partial sum is a lower bound: one term gives $R/2$, two give $9R/16$. By \eqref{eq:wallis}, the shortfall after $M$ terms is at most a fraction $1/(2M+1)$ of the result.

\section{What each derivation assumes}

Both derivations need an infinite grid, translation symmetry and the condition at infinity. They are linked by the geometric series
\[
\frac1{1-\cos\alpha\cos\beta}=\sum_{n=0}^{\infty}(\cos\alpha\cos\beta)^n ,
\]
whose $n$th term is the Fourier transform of $w_n$. The first route sums over $n$ before integrating; the second does the reverse.

The second route, as carried out here, also needs equal resistors. A walk with different weights for steps along $x$ and $y$ still builds the potential, but the factorization \eqref{eq:factor}, on which the convergence bound and the telescoping sum rest, then fails. The Green function does not need this. Let the resistors be $R_x$ and $R_y$, with conductances $g_x=1/R_x$, $g_y=1/R_y$ and $G=g_x+g_y$. Then \eqref{eq:rot} is replaced by
\[
R_{\rm eff}=\left\langle\frac{2\sin^2\alpha}
{G-G\cos\alpha\cos\beta+(g_x-g_y)\sin\alpha\sin\beta}\right\rangle .
\]
The denominator is $G-C\cos(\beta+\varphi)$, where $\varphi$ depends on $\alpha$ and $C^2=G^2\cos^2\alpha+(g_x-g_y)^2\sin^2\alpha$. By \eqref{eq:beta} the $\beta$ average of its inverse is $(G^2-C^2)^{-1/2}$, and $G^2-C^2=4g_xg_y\sin^2\alpha$. Hence
\begin{equation}
R_{\rm eff}=\frac2\pi\sqrt{R_xR_y}.
\label{eq:aniso}
\end{equation}

The Green function also gives longer diagonals. For nodes $m$ cells apart, $\sin^2\alpha$ in \eqref{eq:rot} becomes $\sin^2m\alpha$. Since $\sin^2m\alpha-\sin^2(m-1)\alpha=\sin[(2m-1)\alpha]\sin\alpha$, each further cell adds
\[
\frac R\pi\int_0^\pi\sin[(2m-1)\alpha]\,d\alpha=\frac{2R}{\pi(2m-1)} .
\]
The total grows as $(R/\pi)\ln m$ at large $m$, so no finite resistance to infinity exists. For three cells the sum is $0.9762R$; a direct solution on a finite grid of $160\times160$ nodes gives $0.9765R$.

\section{Currents and finite grids}

By symmetry $V=0$ at $(1,0)$ and $(0,1)$, while $V_A=RI/\pi$. Each wire of the cell therefore carries $I/\pi\approx0.318I$, and each of the other two wires at $A$ carries $(1/2-1/\pi)I\approx0.182I$. In the infinite grid no wire carries more than $I/\pi$. The potential vanishes on the whole line $u=1$ and at infinity. By the maximum principle it therefore lies between $0$ and $RI/\pi$ on the side of $A$, and between $-RI/\pi$ and $0$ on the side of $B$. A wire changes $u$ by one, so it cannot join nodes on opposite sides of that line, and the drop along it is at most $RI/\pi$. The bound does not carry over to finite grids with free edges: for a cell at the middle of an edge the largest wire current is about $0.41I$, and each of the two wires at a corner node used as a contact carries $I/2$ when the other contact lies on the diagonal through that corner.

Solving Kirchhoff's equations directly for the central cell of a finite grid with free edges gives $0.637304R$, $0.636791R$ and $0.636663R$ for 40, 80 and 160 nodes per side. The excess over $2R/\pi$ falls about fourfold at each doubling, and extrapolation on this law gives $0.636620R$, equal to $2R/\pi$ to the digits shown.

\section{A copper power grid}

Consider an upper-level copper grid on a chip, with rough values: pitch 20~µm, line width 2~µm, thickness 1~µm and effective resistivity 20~n$\Omega\,$m at 300~K. One segment has
\[
R=\frac{(20\times10^{-9}\,\Omega\,{\rm m})(20\times10^{-6}\,{\rm m})}
{(2\times10^{-6}\,{\rm m})(1\times10^{-6}\,{\rm m})}=0.200~\Omega ,
\]
so $R_{\rm eff}=2(0.200~\Omega)/\pi=0.127~\Omega$, or $3.10\times10^{-5}\,\hbar/e^2$. A current of 10~mA produces a drop of 1.27~mV and dissipates 12.7~µW. In this ideal grid, far from edges and without vias, the most heavily loaded wires carry 3.18~mA, a density of 0.159~MA/cm$^2$; vias and nearby edges raise this value.

Real grids depart from the model in several ways. The percentages below are changes of $R_{\rm eff}$ with the other settings held fixed, and they should not simply be added.

\begin{itemize}
\item \emph{Temperature.} With the rough bulk coefficient of 0.0039~K$^{-1}$, operation at 378~K raises every resistance by $0.0039\times78\approx30\%$. In a thin line, surfaces and grain boundaries add a resistivity that hardly depends on temperature, so the relative rise is somewhat smaller.
\item \emph{Vias.} Suppose that rows and columns lie on different layers. Every path from $A$ to $B$ uses both, so current must pass through vias. With a rough 0.05~$\Omega$ per crossing and both contacts on one layer, the increase is 26\%.
\item \emph{Position.} In the 160-node grid, 3.18~mm wide, the central cell is only 0.007\% above the infinite limit. A cell at the middle of an edge is 15\% above it. At a corner the excess is 36\% along the diagonal from the corner node and 24\% along the other.
\item \emph{Unequal layers.} If the column resistors are 0.30~$\Omega$, equation \eqref{eq:aniso} gives 0.156~$\Omega$, and the direct solution on the finite grid agrees.
\item \emph{Crossings.} Treating each 2~µm crossing as a perfect short would shorten every segment from 20 to 18~µm and lower $R_{\rm eff}$ by 10\%. A real crossing is not a perfect short, so 10\% is an upper bound on the reduction, not an estimate of it. For a single-layer grid treated as a conducting sheet the reduction is roughly 6\% when each contact covers a whole crossing. Smaller contacts add spreading resistance, which shrinks the reduction and can reverse its sign.
\end{itemize}

The effect of random variation follows from an exact relation between two grids. Let primes mark a grid with altered resistors $R_j'$ and wire currents $i_j'$. Multiplying the potential drops of one grid by the currents of the other and summing over wires gives $\sum_jR_ji_ji_j'=R_{\rm eff}I^2$ and $\sum_jR_j'i_j'i_j=R_{\rm eff}'I^2$, because both sets of currents are conserved at every node except $A$ and $B$. Subtracting,
\begin{equation}
R_{\rm eff}'-R_{\rm eff}=\sum_j(R_j'-R_j)\frac{i_ji_j'}{I^2}.
\label{eq:sens}
\end{equation}
To first order $i_j'=i_j$, so independent variations enter with weights $(i_j/I)^2$ and partly average out. An independent 10\% spread of the segments gives a 3.4\% spread of $R_{\rm eff}$; 400 random grids of $20\times20$ nodes gave 3.5\%. Correlated variation averages out less: one independent 10\% factor for all rows and another for all columns gives 7\%, and a factor common to the whole grid passes on the full 10\%.

The result is a steady-current one. The self-inductance of one segment is 12.5~pH, and its reactance equals $R$ at 2.5~GHz. Mutual inductance, the return path and capacitance are left out, and the skin depth at this frequency, 1.4~µm, is already comparable to the line dimensions, so this frequency is only a rough scale, and the purely resistive model requires frequencies well below it. The computed values are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
TESTS, resistances in units of R, currents in units of I
2/pi                                    0.636620
2 a(1,1) by quadrature                  0.636620
2 a(1,0) by quadrature                  0.500000
central cell,  40 x  40 nodes          0.637304
central cell,  80 x  80 nodes          0.636791
central cell, 160 x 160 nodes          0.636663
extrapolated to infinite grid           0.636620
current in a cell wire at A, direct     0.31833
1/pi                                    0.31831
current in an outer wire at A, direct   0.18167
1/2 - 1/pi                              0.18169
three cells along diagonal, direct      0.9765
three cells along diagonal, formula     0.9762
EXAMPLE, rough copper power grid
pitch                                   20 um
line width                              2 um
line thickness                          1 um
effective resistivity                   20 nOhm m
current                                 10 mA
segment resistance R                    0.200 Ohm
effective resistance 2R/pi              0.1273 Ohm
the same in atomic units hbar/e^2       3.099e-05
voltage between the nodes               1.273 mV
dissipated power                        12.73 uW
largest wire current                    3.183 mA
largest current density                 0.159 MA/cm2
NEGLECTED EFFECTS, change of effective resistance
reference temperature                   300 K
temperature of use                      378 K
temperature coefficient, rough          0.0039 1/K
heating to temperature of use           +30.4 %
via resistance, rough                   0.05 Ohm
vias, both contacts on one layer        +25.7 %
side of the 160-node grid               3.18 mm
finite grid, central cell               +0.0067 %
cell at middle of an edge               +14.6 %
corner cell, diagonal from the corner   +35.9 %
corner cell, other diagonal             +24.2 %
random spread of each segment           10 %
resulting spread, first order           3.4 %
resulting spread, 400 random grids      3.5 %
crossings shorted, largest reduction    10 %
column resistor in unequal grid         0.30 Ohm
effective resistance, unequal grid      0.1559 Ohm
the same from direct solution           0.1560 Ohm
self-inductance of one segment          12.5 pH
frequency where reactance equals R      2.5 GHz
\end{verbatim}
